\section*{Displacement Cross-Section from Kinchin–Pease Counts and Unscreened Rutherford Recoils}

\section{Two estimates that fail}

A fast light ion crossing a crystal gives many lattice atoms a little energy and a few atoms a great deal. Neither group alone gives the damage. For a 1 MeV proton in the silicon-like lattice treated below, counting one displacement for each atom struck hard enough to leave its site gives a total too small by a factor of 4.7. Crediting every such atom with the cascade of the hardest possible recoil gives a total too large by a factor of about 940. The number of displacements must be weighted by the recoil spectrum. For the bare Coulomb force this can be done in closed form.

\section{Assumptions and statement}

An ion of charge number $Z_1$, mass $M_1$ and kinetic energy $E$ meets lattice atoms of charge number $Z_2$ and mass $M_2$. The assumptions are as follows.

(a) Each encounter is an elastic, nonrelativistic collision of two bodies. The lattice atom is free and at rest.

(b) The force is the unscreened repulsion with potential energy $k/r$, where $k=Z_1Z_2e^2/(4\pi\varepsilon_0)$.

(c) An atom leaves its site if it receives at least the energy $E_d$, the same in every direction. A recoil of energy $T$ finally produces
\begin{equation}
\nu(T)=\begin{cases}0,&T<E_d,\\ 1,&E_d\le T<2E_d,\\ T/(2E_d),&T\ge 2E_d.\end{cases}
\label{kp}
\end{equation}
This is the Kinchin--Pease count, used here without an electronic cutoff.

(d) The layer is thin enough for $E$ to be constant, and displaced atoms do not return to vacant sites after the cascade.

\paragraph{Theorem.} Let $T_m=4M_1M_2E/(M_1+M_2)^2$ be the maximum recoil energy. If $T_m\ge 2E_d$, the displacement cross-section $\sigma_d=\int\nu\,d\sigma$ is
\begin{equation}
\sigma_d=\frac{C}{2E_d}\left[1+\ln\frac{T_m}{2E_d}\right],\qquad
C=\frac{\pi k^2M_1}{M_2E}.
\label{main}
\end{equation}

The bracket grows with the ion energy, but the cross-section does not follow it, because $C$ falls as $1/E$. A change of masses likewise alters both the bracket and $C$.

\section{The recoil spectrum}

\paragraph{Lemma 1.} If the relative velocity turns through the angle $\theta$, then $T=T_m\sin^2(\theta/2)$.

\paragraph{Proof.} Let $v$ be the ion speed. The centre of mass moves at $V=M_1v/(M_1+M_2)$. In its frame the lattice atom arrives with velocity $-\mathbf V$ and leaves with the same speed, since the collision is elastic, but turned through $\theta$. Its laboratory velocity is the sum of $\mathbf V$ and this turned vector, so its square is
\begin{equation}
2V^2(1-\cos\theta)=4V^2\sin^2(\theta/2).
\end{equation}
Multiplying by $M_2/2$ and using $v^2=2E/M_1$,
\begin{equation}
T=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac\theta2
=\frac{4M_1M_2E}{(M_1+M_2)^2}\sin^2\frac\theta2 .\qquad\square
\end{equation}

\paragraph{Lemma 2.} The cross-section for recoils with energy above $T$ is
\begin{equation}
S(T)=C\left(\frac1T-\frac1{T_m}\right),\qquad\text{so}\qquad d\sigma=\frac{C\,dT}{T^2}.
\label{area}
\end{equation}

\paragraph{Proof.} The relative motion has reduced mass $\mu=M_1M_2/(M_1+M_2)$ and energy $E_{cm}=\mu v^2/2=EM_2/(M_1+M_2)$. Let $p$ be the impact parameter and $d=k/E_{cm}$ the closest distance in a head-on collision. Conservation of angular momentum gives $r^2\dot\varphi=vp$. Conservation of energy gives
\begin{equation}
\dot r^2=v^2\left(1-\frac dr-\frac{p^2}{r^2}\right).
\end{equation}
Dividing $\dot\varphi$ by $|\dot r|$ and integrating from the closest distance $r_0$ outward gives the angle $\psi$ swept on one half of the orbit. With $w=p/r$, $w_0=p/r_0$ and $\beta=d/(2p)$,
\begin{align}
\psi&=\int_0^{w_0}\frac{dw}{\sqrt{1-2\beta w-w^2}}
=\int_0^{w_0}\frac{dw}{\sqrt{1+\beta^2-(w+\beta)^2}}\nonumber\\
&=\left[\arcsin\frac{w+\beta}{\sqrt{1+\beta^2}}\right]_0^{w_0}
=\frac\pi2-\arctan\beta .
\end{align}
At the upper limit the square root vanishes, so the arcsine is $\pi/2$. At the lower limit, $\arcsin(\beta/\sqrt{1+\beta^2})=\arctan\beta$. An undeflected path sweeps $\pi$ in all, hence $\theta=\pi-2\psi=2\arctan\beta$, and
\begin{equation}
T=T_m\frac{\beta^2}{1+\beta^2}=\frac{T_m}{1+4p^2/d^2}.
\label{tp}
\end{equation}
The recoil energy falls as $p$ grows. Recoils above $T$ therefore come from a disc of radius $p(T)$, whose area follows by solving (\ref{tp}) for $p^2$:
\begin{equation}
S(T)=\pi p^2=\frac{\pi d^2}{4}\left(\frac{T_m}{T}-1\right)
=\frac{\pi d^2T_m}{4}\left(\frac1T-\frac1{T_m}\right).
\end{equation}
The prefactor is $C$, because
\begin{equation}
\frac{\pi d^2T_m}{4}=\frac{\pi}{4}\,\frac{k^2(M_1+M_2)^2}{M_2^2E^2}\,
\frac{4M_1M_2E}{(M_1+M_2)^2}=\frac{\pi k^2M_1}{M_2E}.
\end{equation}
Since $S$ counts recoils above $T$, the cross-section in $dT$ is $-S'(T)\,dT=C\,dT/T^2$. $\square$

As $T\to0$ the area $S(T)$ diverges: the Coulomb force reaches every atom, however distant. The displacement cross-section is finite because the threshold discards these weak recoils.

\section{The displacement count}

\paragraph{Lemma 3.} Suppose a moving lattice atom shares its energy with a struck atom of the same kind, every division being equally likely, and no energy goes to electrons or to binding. Then the mean count is (\ref{kp}).

\paragraph{Proof.} Equal division probability belongs to hard spheres: for equal masses Lemma 1 gives a transferred fraction $(1-\cos\theta)/2$, and isotropic scattering makes $\cos\theta$ uniform.

Below $E_d$ no atom leaves its site. Between $E_d$ and $2E_d$ the two partners cannot both keep $E_d$ or more. If the struck atom leaves, the incoming one takes its site. If the struck atom stays, the incoming one remains the displaced atom. The count is one in both cases.

For $T>2E_d$ the partners carry $T'$ and $T-T'$, and their mean contributions are equal by symmetry:
\begin{equation}
\nu(T)=\frac1T\int_0^T[\nu(T')+\nu(T-T')]\,dT'=\frac2T\int_0^T\nu(T')\,dT'.
\end{equation}
The range below $2E_d$ contributes $E_d\cdot1$ to the last integral, so
\begin{equation}
T\nu(T)=2E_d+2\int_{2E_d}^{T}\nu(T')\,dT'.
\end{equation}
Differentiation gives $\nu+T\nu'=2\nu$, or $\nu'=\nu/T$, whose solution is $\nu=AT$. Letting $T\to2E_d$ from above gives $2E_d\,\nu=2E_d$, so $\nu=1$ there and $A=1/(2E_d)$. $\square$

Random cascades built from the sharing rule gave a mean of $3.503\pm0.002$ at $T=7E_d$, where the lemma predicts $3.5$.

\section{Proof of the theorem}

Insert (\ref{kp}) and (\ref{area}) in the definition and split the range at $2E_d$:
\begin{align}
\sigma_d&=\int_{E_d}^{2E_d}\frac{C}{T^2}\,dT+\int_{2E_d}^{T_m}\frac{T}{2E_d}\frac{C}{T^2}\,dT\nonumber\\
&=C\left(\frac1{E_d}-\frac1{2E_d}\right)+\frac{C}{2E_d}\int_{2E_d}^{T_m}\frac{dT}{T}\nonumber\\
&=\frac{C}{2E_d}+\frac{C}{2E_d}\ln\frac{T_m}{2E_d}.\qquad\square
\end{align}

The ``one'' in the bracket is the contribution of recoils that displace a single atom. If the line $T/(2E_d)$ were extended down to $E_d$, this term would be $\ln2$ instead. The logarithm comes from cascades. The number of recoils falls as $T^{-2}$ while each produces a count growing as $T$, so equal ratios of recoil energy contribute equally.

\paragraph{Second proof.} Integration by parts uses the disc areas directly. The count jumps from 0 to 1 at $E_d$, is flat up to $2E_d$, and then has slope $1/(2E_d)$; also $S(T_m)=0$. Hence
\begin{align}
\sigma_d&=S(E_d)+\frac1{2E_d}\int_{2E_d}^{T_m}S(T)\,dT\nonumber\\
&=\frac{C}{E_d}-\frac{C}{T_m}+\frac{C}{2E_d}\left[\ln\frac{T_m}{2E_d}-\frac{T_m-2E_d}{T_m}\right]\nonumber\\
&=\frac{C}{2E_d}\left[2-\frac{2E_d}{T_m}+\ln\frac{T_m}{2E_d}-1+\frac{2E_d}{T_m}\right],
\end{align}
which is (\ref{main}). This form also serves for other forces, with $S(T)$ taken from the corresponding orbits. Numerical orbits in the bare Coulomb field, with no use of (\ref{area}) for the areas, gave a $\sigma_d$ within $1.3\times10^{-5}$ of (\ref{main}), relative to the formula, for the proton example.

\section{Other ranges and a cutoff}

\paragraph{Corollary 1: weak recoils.} If $E_d<T_m<2E_d$, every displacing recoil counts once, and
\begin{equation}
\sigma_d=S(E_d)=C\left(\frac1{E_d}-\frac1{T_m}\right).
\end{equation}
At $T_m=2E_d$ this equals $C/(2E_d)$ and joins (\ref{main}). At $T_m=E_d$ it vanishes.

\paragraph{Corollary 2: ion energy.} For fixed particles and threshold, $CT_m=4\pi k^2M_1^2/(M_1+M_2)^2$ does not depend on $E$. With $x=T_m/(2E_d)$, which is proportional to $E$, the cross-section is a constant times
\begin{equation}
f(x)=\begin{cases}(2-1/x)/x,&\tfrac12<x\le1,\\(1+\ln x)/x,&x\ge1,\end{cases}
\quad
f'(x)=\begin{cases}2(1-x)/x^3,&\tfrac12<x\le1,\\-\ln x/x^2,&x\ge1.\end{cases}
\end{equation}
The slope is positive below $x=1$ and negative above it, so the maximum lies at $T_m=2E_d$. Above it the growing logarithm never makes up for the falling prefactor. For $x\ge1$ the local power law is
\begin{equation}
\frac{d\ln\sigma_d}{d\ln E}=-1+\frac1{1+\ln x}.
\label{slope}
\end{equation}

For the proton example the maximum would fall at 225 eV. There $d$, which scales as $1/E$, is about 0.09 nm, more than five times the screening length of 0.0165 nm. The maximum belongs to the unscreened model and is no prediction for a proton in a solid.

\paragraph{Corollary 3: electronic cutoff.} The original Kinchin--Pease picture lets a recoil lose energy only to electrons until it has slowed to $E_c$. The count then stays at $E_c/(2E_d)$ for $T>E_c$. If $2E_d\le E_c\le T_m$, the upper range contributes
\begin{equation}
\int_{E_c}^{T_m}\frac{E_c}{2E_d}\frac{C}{T^2}\,dT=\frac{C}{2E_d}\left(1-\frac{E_c}{T_m}\right).
\end{equation}
Adding the part below $E_c$, which is (\ref{main}) with $T_m$ replaced by $E_c$ in the logarithm,
\begin{equation}
\sigma_d=\frac{C}{2E_d}\left[2+\ln\frac{E_c}{2E_d}-\frac{E_c}{T_m}\right].
\label{cut}
\end{equation}
For $T_m\gg E_c$ the bracket tends to a constant. The logarithmic growth in the theorem thus requires the linear count to hold up to $T_m$.

\section{Worked example}

Take $Z_1=1$, $M_1=1$ u, $E=1$ MeV, $Z_2=14$, $M_2=28$ u, $E_d=15$ eV, an atomic density $n=5\times10^{22}$ cm$^{-3}$ and a fluence $\Phi=10^{15}$ cm$^{-2}$. These are round values in the rough regime of proton implantation into silicon. With $k=20.16$ eV nm,
\begin{align}
T_m&=\frac{4\times28}{29^2}\times10^6\ \text{eV}=1.332\times10^5\ \text{eV},\\
C&=\frac{\pi(20.16)^2}{28\times10^6}\ \text{eV nm}^2=4.56\times10^{-19}\ \text{eV cm}^2,
\end{align}
since $1\ \text{nm}^2=10^{-14}\ \text{cm}^2$. The prefactor is $C/(30\ \text{eV})=1.52\times10^{-20}$ cm$^2$ and the logarithm is 8.40. Therefore
\begin{equation}
\sigma_d=1.52\times10^{-20}\times9.40\ \text{cm}^2=1.43\times10^{-19}\ \text{cm}^2,
\end{equation}
or $1.43\times10^5$ barn.

One ion makes $n\sigma_d=7.1\times10^{-4}$ displacements per nm, about one in 1400 nm. The fluence makes $\Phi\sigma_d=1.4\times10^{-4}$ displacements per atom, or $7.1\times10^{18}$ cm$^{-3}$.

The cross-section for a primary recoil above threshold is $S(E_d)=3.04\times10^{-20}$ cm$^2$. The mean yield per primary is $1.43\times10^{-19}/(3.04\times10^{-20})=4.7$. This mean describes few individual events. Half of the primaries lie below $2E_d$ and displace one atom each, yet they supply $1/9.40$, or 11\%, of the displacements. Half of all displacements come from primaries above the energy $T_h$ at which $1+\ln(T_h/30\ \text{eV})=9.40/2$, that is $T_h\approx1.2$ keV. By (\ref{area}), these are about 1.2\% of the primaries. Light-ion damage in this model therefore consists of many isolated displacements and a few cascades that carry much of the total.

\section{Conditions of failure}

\paragraph{Screening.} The weakest displacing recoil comes from the largest impact parameter, here 0.00098 nm, or 6\% of the screening length. Classical orbits in the universal screened potential lower $\sigma_d$ by 0.7\%; halving the numerical mesh moves that result by 0.004\%. At 100 keV the impact parameter, which scales as $E^{-1/2}$, is three times larger, and the reduction is 5.6\%. The choice of screening function matters more than the mesh: Moli\`ere screening gives 0.8\% and 5.8\% with the Thomas--Fermi length, and 1.0\% and 6.9\% with the Firsov length.

The Sommerfeld parameter $k/(\hbar v)$ is 2.2 at 1 MeV, so the motion is only moderately classical. For the bare force, the first Born amplitude is $2\mu k/(\hbar q)^2$ with $\hbar q=2\mu v\sin(\theta/2)$. It equals $d/[4\sin^2(\theta/2)]$, whose square is the classical cross-section per solid angle. With screening, the Born estimate lowers the differential cross-section at $T=E_d$ by 0.09\%, whereas classical orbits lower the same quantity by 3.9\%. The eikonal approximation, which keeps the force to all orders at small angles, gives 3.8\%. The classical value is therefore the better guide here, and the first Born estimate misses most of the effect. For the total $\sigma_d$, which also contains the harder recoils, the Born, eikonal and classical reductions are 0.01\%, about 0.6\% and 0.7\%.

A 100 keV nitrogen ion in the same lattice is a different case. The unscreened formula gives $9.4\times10^{-16}$ cm$^2$ and the screened orbits give $4.2\times10^{-16}$ cm$^2$, so the formula is too large by a factor of 2.3 (Moli\`ere screening with the Firsov length gives $4.1\times10^{-16}$ cm$^2$ and the same factor to two digits). Its unscreened impact parameter at $T=E_d$ is about 0.08 nm, well outside the screening length. The theorem should be used only when $p(E_d)$ is small compared with that length.

\paragraph{Energy lost to electrons.} This is a larger correction for the proton. The Lindhard partition, in Robinson's fit, leaves a fraction 0.45 of the hardest recoil's energy for atomic collisions. Using this damage energy in the linear count, while keeping at least one displacement for each recoil above $E_d$, gives $1.09\times10^{-19}$ cm$^2$, 24\% below the theorem. Including the efficiency 0.8 of the Norgett--Robinson--Torrens count gives $9.1\times10^{-20}$ cm$^2$, 37\% below it. The standard form of that count applies the threshold to the damage energy instead of the recoil energy, so that recoils below about 17 eV count for nothing; it gives $8.7\times10^{-20}$ cm$^2$, 39\% below the theorem. The sharp cutoff (\ref{cut}) with a rough $E_c=28$ keV gives $1.31\times10^{-19}$ cm$^2$, a reduction of 8\%.

\paragraph{Threshold.} With all else fixed, $E_d=10$ eV gives $2.2\times10^{-19}$ cm$^2$ and $E_d=20$ eV gives $1.0\times10^{-19}$ cm$^2$. Higher values are also in use for silicon: 21 eV, common in damage tables, gives $9.8\times10^{-20}$ cm$^2$, and about 36 eV, from direction-averaged simulation, gives $5.4\times10^{-20}$ cm$^2$. The result varies slightly faster than $1/E_d$, since the logarithm also falls. This uncertainty in the value of the threshold thus matters far more than screening here. The effect of a threshold that varies with direction is not calculated.

\paragraph{Slowing and close approach.} A Bethe estimate, with a rough mean excitation energy of 140 eV, gives an electronic loss of 46 eV/nm. The accepted mean excitation energy of silicon, near 173 eV, would give 42 eV/nm. With the rough value, the proton loses 4.6\% of its energy across 1000 nm. The exponent (\ref{slope}) is $-0.89$, which accounts for the calculated 4.3\% rise in $\sigma_d$. A full range needs an integral over depth, with a screened force near its end. Relativity changes $C$ by 0.16\%. The head-on distance, $2.1\times10^{-5}$ nm, is about four times a rough nuclear contact distance, so a classical orbit stays outside the nucleus. Tunnelling to the nucleus and nuclear reactions are neglected.

\paragraph{Comparison with implanted silicon.} One assumption that real silicon breaks strongly is the absence of recombination. With a rough vacancy barrier of 0.45 eV and an attempt rate of $10^{13}$ s$^{-1}$, a vacancy hops about every $4\times10^{-6}$ s at 300 K. Many vacancies and interstitials meet and annihilate, and so fewer survive than were produced. The surviving fraction depends on the initial separations, temperature, impurities and dose rate, and is not calculated here. The value $7.1\times10^{18}$ cm$^{-3}$ is therefore a model count of displacements produced, not a density of defects to be expected in a finished device. The main computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
ion charge number Z1: 1
ion mass M1: 1 u
ion energy E: 1e+06 eV
lattice charge number Z2: 14
lattice mass M2: 28 u
threshold Ed: 15 eV
atomic density: 5e+22 cm^-3
fluence: 1e+15 cm^-2
Coulomb constant k: 20.16 eV nm
head-on distance d: 2.088e-05 nm
Tmax: 133175 eV
C: 4.56e-19 eV cm2
prefactor C/(2Ed): 1.52e-20 cm2
ln(Tmax/2Ed): 8.3982
sigma_d: 1.428e-19 cm2
sigma_d converted: 1.428e+05 barn
primary cross-section S(Ed): 3.04e-20 cm2
displacements per primary: 4.7
fraction of primaries with T < 2Ed: 0.5001
displacements per ion and nm: 0.0007142 nm^-1
displacements per atom: 0.0001428
displacement density: 7.142e+18 cm^-3
bare orbit result / formula - 1: 1.3e-05
cascade mean at T=7Ed: 3.5029 +- 0.0023
random test at Tmax=40Ed / formula: 0.9981 +- 0.0027
formal maximum at Tmax/(2Ed): 1.0000
formal maximum at ion energy: 225.3 eV
cutoff Ec: 2.8e+04 eV
sigma_d with cutoff: 1.311e-19 cm2
screening length: 0.01653 nm
impact parameter at T=Ed: 0.0009836 nm
screening change, 1 MeV proton: -0.74 %
mesh shift of screened result: 0.0042 %
screening change, 100 keV proton: -5.63 %
Sommerfeld parameter: 2.21
Born screening change at T=Ed: -0.086 %
N 100 keV, unscreened sigma_d: 9.378e-16 cm2
N 100 keV, screened sigma_d: 4.153e-16 cm2
N 100 keV, unscreened/screened: 2.26
N mesh shift: 0.0034 %
damage energy fraction at Tmax: 0.449
sigma_d with electronic loss: 1.086e-19 cm2
sigma_d with loss and factor 0.8: 9.065e-20 cm2
sigma_d for Ed=10 eV: 2.235e-19 cm2
sigma_d for Ed=20 eV: 1.039e-19 cm2
relativistic change of C: 0.16 %
rough mean excitation energy: 140 eV
electronic stopping estimate: 45.7 eV/nm
layer thickness: 1000 nm
sigma_d change across layer: 4.27 %
rough nuclear contact distance: 4.8e-06 nm
rough vacancy barrier: 0.45 eV
rough attempt rate: 1e+13 s^-1
temperature: 300 K
vacancy hop time: 3.6e-06 s
\end{verbatim}
